# Easy axes of a cubic magnet with two anisotropy constants

## Problem

The energy of a uniformly magnetized cubic crystal depends on the direction of its magnetization. Let \((\alpha_1,\alpha_2,\alpha_3)\) be the components of the unit magnetization vector along the cube edges, and let

\[
x=\alpha_1^2,\qquad y=\alpha_2^2,\qquad z=\alpha_3^2,\qquad x+y+z=1 .
\]

We take a crystal with the full symmetry of a cube; some cubic crystals have less. Reversing a component or exchanging two cube edges must then leave the energy unchanged, so the energy is a symmetric function of \(x,y,z\). Since their sum is fixed, the first two independent combinations are

\[
s=xy+yz+zx,\qquad p=xyz .
\]

Dropping a direction-independent constant and keeping terms up to sixth order in the components, we write the energy density as

\[
E=K_1s+K_2p .
\]

The constants \(K_1\) and \(K_2\) may have either sign. An easy axis is a direction of lowest energy; being a local minimum is not enough.

(a) Find the energies along [100], [110] and [111].

(b) Find which values of \(K_1\) and \(K_2\) make each family easy, and show that no other direction has lower energy.

(c) Apply the result to rough room-temperature values for iron, \(K_1=50\) and \(K_2=\pm10\ \mathrm{kJ/m^3}\), and to a model crystal with \(K_1=-50\) and \(K_2=100\) or \(125\ \mathrm{kJ/m^3}\).

## First estimate by scaling

Along [111] the squared components are all \(1/3\), so \(s=3(1/3)^2=1/3\) and \(p=(1/3)^3=1/27\). The second term is therefore suppressed by a small geometrical factor. The two terms have comparable size when

\[
\frac{|K_2|}{27}\sim\frac{|K_1|}{3},
\qquad\text{or}\qquad |K_2|\sim9|K_1| .
\]

Well below this value, the estimate lets the sign of \(K_1\) decide. A positive \(K_1\) favours the smallest \(s\), which is zero along [100]. A negative \(K_1\) favours a large \(s\), which suggests [111]. The estimate puts the influence of \(K_2\) at the same scale for both signs of \(K_1\), and gives no separate place to [110].

## Exact solution

### The three energies

The normalized directions give

\[
\begin{aligned}
[100]:&\quad (x,y,z)=(1,0,0), & s&=0, & p&=0,\\
[110]:&\quad (x,y,z)=(\tfrac12,\tfrac12,0), & s&=\tfrac14, & p&=0,\\
[111]:&\quad (x,y,z)=(\tfrac13,\tfrac13,\tfrac13), & s&=\tfrac13, & p&=\tfrac1{27}.
\end{aligned}
\]

Hence

\[
E_{100}=0,\qquad E_{110}=\frac{K_1}{4},\qquad
E_{111}=\frac{K_1}{3}+\frac{K_2}{27}.
\]

The differences needed for the comparison are

\[
E_{110}-E_{100}=\frac{K_1}{4},\qquad
E_{111}-E_{100}=\frac{9K_1+K_2}{27},
\]

\[
E_{111}-E_{110}=\frac{K_1}{12}+\frac{K_2}{27}
=\frac{9K_1+4K_2}{108}.
\]

### Why no other direction can win

We try to write the energy in any direction as a weighted average of these three energies. The weights must reproduce both \(s\) and \(p\):

\[
s=\frac{w_{110}}4+\frac{w_{111}}3,\qquad
p=\frac{w_{111}}{27}.
\]

The second equation gives \(w_{111}=27p\). The first then gives \(w_{110}=4(s-9p)\). Requiring a total weight of one fixes the last:

\[
w_{100}=1-4(s-9p)-27p=1-4s+9p .
\]

With these weights,

\[
w_{110}E_{110}+w_{111}E_{111}
=K_1(s-9p)+9K_1p+K_2p=K_1s+K_2p=E .
\]

This is a true average only if all the weights are non-negative. Clearly \(w_{111}=27p\ge0\). For the other two, define

\[
Q=x^2y+x^2z+y^2x+y^2z+z^2x+z^2y,\qquad
C=x^3+y^3+z^3 .
\]

Because \(x+y+z=1\), multiplying \(s\) by this sum changes nothing, and expansion gives \(s=(x+y+z)s=Q+3p\). Therefore

\[
s-9p=Q-6p=x(y-z)^2+y(z-x)^2+z(x-y)^2\ge0 .
\]

Each square contributes \(-2xyz\), which accounts for the \(-6p\). So \(w_{110}\ge0\).

Similarly, \(1=(x+y+z)^3=C+3Q+6p\), and

\[
\begin{aligned}
w_{100}&=(C+3Q+6p)-4(Q+3p)+9p\\
&=C-Q+3p\\
&=x(x-y)(x-z)+y(y-x)(y-z)+z(z-x)(z-y).
\end{aligned}
\]

This expression is symmetric, so we may name the variables such that \(x\ge y\ge z\). Grouping the first two terms gives

\[
w_{100}=(x-y)\,[\,x(x-z)-y(y-z)\,]+z(x-z)(y-z).
\]

The square bracket is non-negative because \(x\ge y\) and \(x-z\ge y-z\ge0\). The last term is non-negative too, so \(w_{100}\ge0\).

An average cannot be smaller than its smallest member. The global minimum of \(E\) is therefore the smallest of \(E_{100}\), \(E_{110}\) and \(E_{111}\). Nor can an average exceed its largest member, so the hardest direction is found among the same three families.

### The regions and their boundaries

For <100> to be lowest, both \(E_{110}\) and \(E_{111}\) must be positive. For <110>, \(E_{110}\) must be negative and \(E_{111}-E_{110}\) positive. Thus

\[
\begin{aligned}
\langle100\rangle:&\quad K_1>0\ \text{ and }\ K_2>-9K_1,\\
\langle110\rangle:&\quad K_1<0\ \text{ and }\ K_2>-\tfrac94K_1 .
\end{aligned}
\]

For <111>, both \(K_2<-9K_1\) and \(K_2<-\tfrac94K_1\) are required. The first condition is the stricter one for positive \(K_1\), the second for negative \(K_1\):

\[
\langle111\rangle:\quad
\begin{cases}
K_2<-9K_1, & K_1>0,\\
K_2<0, & K_1=0,\\
K_2<-\tfrac94K_1, & K_1<0.
\end{cases}
\]

The boundaries are three half-lines meeting at the origin:

\[
\begin{aligned}
100/110:&\quad K_1=0,\ K_2>0,\\
100/111:&\quad K_2=-9K_1,\ K_1>0,\\
110/111:&\quad K_2=-\tfrac94K_1,\ K_1<0.
\end{aligned}
\]

On the other half of each line the same two energies are still equal, but the third family is lower.

The weights also show which directions are degenerate on a boundary: the weight of the third, higher family must vanish.

- On the 100/110 boundary, \(w_{111}=27p=0\). At least one component is zero, so every direction in the {100} planes has the same lowest energy. Here the two-constant model selects planes rather than isolated axes, and a small omitted term can choose among their directions.
- On the 100/111 boundary, \(w_{110}=0\), so each term in the sum of squares vanishes. If all variables are nonzero, they are equal, which is <111>. If \(x=0\), the sum becomes \(yz(y+z)=yz\), so a second variable must vanish, which is <100>. The same holds if \(y\) or \(z\) is the zero variable.
- On the 110/111 boundary, \(w_{100}=0\). With \(x\ge y\ge z\), the last term requires \(z=0\) or \(y=z\). For \(z=0\), the remaining term is \((x-y)^2(x+y)\), so \(x=y\), which is <110>. For \(y=z\), it is \(x(x-z)^2\), so all are equal, which is <111>.

At \(K_1=K_2=0\) every direction is degenerate.

### Numbers for the two crystals

For iron, \(E_{110}=50/4=12.5\ \mathrm{kJ/m^3}\), while

\[
E_{111}=\frac{50}{3}\mp\frac{10}{27}
=16.3\ \text{or}\ 17.0\ \mathrm{kJ/m^3}
\]

for \(K_2=-10\) or \(+10\ \mathrm{kJ/m^3}\). In both cases <100> is easy and <111> is hard. At fixed \(K_1\), <100> would lose only below \(K_2=-9(50)=-450\ \mathrm{kJ/m^3}\), so the uncertain sign of a small \(K_2\) does not matter here.

For the model crystal, \(E_{110}=-12.50\ \mathrm{kJ/m^3}\) in both cases, and

\[
E_{111}=-\frac{50}{3}+\frac{100}{27}=-12.96,
\qquad
E_{111}=-\frac{50}{3}+\frac{125}{27}=-12.04\ \mathrm{kJ/m^3}.
\]

The easy family changes from <111> to <110>. The switch lies at \(K_2=\tfrac94(50)=112.5\ \mathrm{kJ/m^3}\), and <100> is hard for both of these values of \(K_2\).

## Comparison of the estimate with the exact result

For positive \(K_1\), the scaling estimate \(|K_2|\sim9|K_1|\) gives the exact threshold, provided \(K_2\) is negative. The competition is then between [100], with zero energy, and [111], where the two terms must cancel completely.

For negative \(K_1\), the estimate is too large by a factor of four. The competitor of [111] is now [110], which already has three quarters of the \(K_1\) energy gain. A positive \(K_2\) needs to cancel only the remaining \(|K_1|/12\), not the whole \(|K_1|/3\). For the model crystal the estimate gives \(450\ \mathrm{kJ/m^3}\), against the exact 112.5.

A numerical search over directions on a half-degree grid, made while the ratio and signs of the constants were varied, placed the boundaries at \(K_2/K_1=-9.001\), \(K_1/K_2=0.000\) and \(K_2/K_1=-2.250\). The small excess in the first value has the sign expected from the grid: it misses [111] slightly, overestimates that minimum, and so needs a more negative \(K_2\) for [111] to win. In a plane with \(K_1\) and \(K_2\) as perpendicular axes, the <110> region spans only about \(24^\circ\), against \(174^\circ\) for <100> and \(162^\circ\) for <111>. These angles describe the diagram, not how often real materials fall in each region.

## What changes in a small iron element

Bulk iron does have <100> easy axes, and the chosen \(K_1\) is a rough typical value. A small magnetic element adds effects that \(E\) omits. Consider a single-domain sphere of diameter \(d=20\ \mathrm{nm}\) at 300 K. This size is only just small enough. For an exchange stiffness of 15 to 21 pJ/m, a non-uniform curling reversal takes over from uniform rotation at a diameter of about 21 to 25 nm, so the estimates below should not be carried to larger particles.

**Thermal switching.** Turning from [100] to [010] in their common plane has \(p=0\) and \(E=K_1x(1-x)\), with maximum \(K_1/4\). To see that no route is lower, note that leaving the region where \(x\) is largest means crossing a surface such as \(x=y\ge z\). There \(x=y=(1-z)/2\), and

\[
E-\frac{K_1}{4}=\frac z4\left[K_1(2-3z)+K_2(1-z)^2\right]\ge0,
\]

because \(z\le1/3\) makes \(2-3z\ge1\), and \(|K_2|<K_1\). For uniform rotation the barrier is

\[
\Delta=\frac{K_1}{4}\,\frac{\pi d^3}{6}=0.33\ \mathrm{eV}=12.6\,k_BT .
\]

The dwell time is an attempt time multiplied by \(e^{12.6}\). A rough range of 0.1 to 1 ns for the attempt time, which allows for the four equivalent exits from each easy direction, gives about 0.03 to 0.3 ms. This range suits a Gilbert damping above about 0.01; at a damping near 0.002 the attempt time grows to a few nanoseconds and the dwell time to roughly 0.5 to 2 ms. The easy axes are well defined, but this particle would not hold data for long.

**Shape.** Let the particle be elongated by 10 percent along [111], with a rough magnetization \(M_s=1.7\ \mathrm{MA/m}\). The difference of its demagnetizing factors is \(\Delta N=0.0376\), so the shape constant is \(\tfrac12\mu_0M_s^2\Delta N=68\ \mathrm{kJ/m^3}\). Since \(\cos^2\theta=1/3\) between [100] and [111], the shape favours [111] by \(68(1-\tfrac13)\approx45\ \mathrm{kJ/m^3}\). This exceeds the crystal's preference of about \(16\ \mathrm{kJ/m^3}\) for [100]. That comparison alone does not settle the easy axis, because a direction between the two may be lower still. Minimizing the total energy over all directions with \(K_2=-10\ \mathrm{kJ/m^3}\) does give the elongated [111] axis. At 5 percent elongation the shape gain still exceeds the crystal's preference, but with these values the minimum lies more than \(20^\circ\) away from [111]. This case is delicate. For \(K_2=-10\ \mathrm{kJ/m^3}\) the minimum is only about \(0.1\ \mathrm{kJ/m^3}\) below [111], and a shape constant just 2 percent larger would make [111] the easy axis. For \(K_2=+10\ \mathrm{kJ/m^3}\) the corresponding figures are about \(0.6\ \mathrm{kJ/m^3}\) and 11 percent. Of the effects sized here, shape is the one shown to overturn the bulk answer, even for a modest departure from a sphere.

**Stress and surfaces.** With a rough magnetostriction \(\lambda_{100}=2\times10^{-5}\), a stress \(\sigma=100\ \mathrm{MPa}\) has the energy scale \(\tfrac32\lambda_{100}\sigma=3\ \mathrm{kJ/m^3}\), about a quarter of \(K_1/4\). A rough surface constant \(K_s=1\ \mathrm{mJ/m^2}\) gives \(6K_s/d=300\ \mathrm{kJ/m^3}\) if nothing cancels. For a surface energy \(K_s(\mathbf n\cdot\mathbf m)^2\), with \(\mathbf n\) the surface normal and \(\mathbf m\) a uniform magnetization direction, the average over a perfect sphere is \(K_s/3\) for every \(\mathbf m\), so the anisotropy cancels. An imbalance of one percent of the full scale would leave \(3\ \mathrm{kJ/m^3}\). The 10 percent elongation considered above would leave a uniaxial constant of about \(15\ \mathrm{kJ/m^3}\). This shifts the balance between [111] and [100] by about \(10\ \mathrm{kJ/m^3}\), in a direction set by the sign of \(K_s\), which is too little to change the [111] axis found there.

**A further bulk term.** Adding \(K_3s^2\) with \(K_3<0\) makes the energy concave in \(s\). It is then at least the weighted average of its values at the three families, so the minimum still lies among them. For iron with \(K_2=-10\ \mathrm{kJ/m^3}\), [111] reaches zero energy when

\[
\frac{K_1}{3}+\frac{K_2}{27}+\frac{K_3}{9}=0,
\qquad
K_3=-3K_1-\frac{K_2}{3}=-147\ \mathrm{kJ/m^3}.
\]

The [110] energy, \(K_1/4+K_3/16\), would reach zero only at \(K_3=-4K_1=-200\ \mathrm{kJ/m^3}\). Thus <111> displaces <100> first, and a negative \(K_3\) would have to be about three times \(K_1\) in size to do so.

## Table of computed values

```
Boundaries found by minimizing over directions
100/111 boundary: K2/K1 = -9.001
100/110 boundary: K1/K2 = 0.000
110/111 boundary: K2/K1 = -2.250
Angular width of 100 sector: 173.66 degrees
Angular width of 110 sector: 23.96 degrees
Angular width of 111 sector: 162.38 degrees
Rough iron: K1 = 50, K2 = -10 kJ/m^3
  E100, E110, E111 = 0.000, 12.500, 16.296 kJ/m^3
  easy <100>, hard <111>
Rough iron: K1 = 50, K2 = 10 kJ/m^3
  E100, E110, E111 = 0.000, 12.500, 17.037 kJ/m^3
  easy <100>, hard <111>
Model: K1 = -50, K2 = 100 kJ/m^3
  E100, E110, E111 = 0.000, -12.500, -12.963 kJ/m^3
  easy <111>, hard <100>
Model: K1 = -50, K2 = 125 kJ/m^3
  E100, E110, E111 = 0.000, -12.500, -12.037 kJ/m^3
  easy <110>, hard <100>
Iron K1: 100/111 switch at K2 = -450.0 kJ/m^3
Model K1: 110/111 switch at K2 = 112.5 kJ/m^3
Iron sphere: diameter 20 nm, T = 300 K
Barrier density between 100 axes: 12.50 kJ/m^3
Barrier: 0.327 eV = 12.64 kT
Rough attempt time: 1 ns
Rough dwell time: 0.31 ms
Rough iron magnetization: 1.7 MA/m
Elongation along [111]: 10 percent
Demagnetizing factor difference: 0.0376
Shape anisotropy constant: 68.2 kJ/m^3
Shape advantage of [111] over [100]: 45.5 kJ/m^3
Preferred axis with this shape: <111>
Rough magnetostriction along 100: 2e-05
Stress energy at 100 MPa: 3.0 kJ/m^3
Rough surface constant: 1 mJ/m^2
Uncancelled surface scale: 300 kJ/m^3
Sphere anisotropy from surface: 0.0 kJ/m^3
K3 that displaces <100> (K2 = -10): -146.7 kJ/m^3
```
